# Permanent Dipoles and Second-Harmonic Dispersion of Two-Level Push-Pull Chromophores: verification in Python

```python
"""Second-harmonic response of a two-level molecule with permanent dipoles.

Result under test: the induced dipole depends on the permanent dipoles only
through delta = mu_ee - mu_gg, and
    beta(-2w; w, w) = 6 m^2 delta W^2 / ((W^2 - w^2) (W^2 - 4 w^2)).
W: excitation energy, w: photon energy, m: transition dipole,
mu_gg, mu_ee: permanent dipoles of the ground and excited state.
Convention: mu = mu_gg + alpha E + (1/2) beta E^2 + ... in a static field, so
E0 cos(wt) gives the second-harmonic dipole (1/4) beta E0^2 cos(2wt).
Working units: energy eV, dipole debye (D), field eV/D, time hbar/eV.
"""
from itertools import permutations

import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp

DEBYE_SI = 1e-21 / const.c                      # C m
EV_ERG = const.e * 1e7                          # erg
TO_ESU30 = (1e-18) ** 3 / EV_ERG ** 2 / 1e-30   # D^3/eV^2 -> 1e-30 esu
TO_SI = DEBYE_SI ** 3 / const.e ** 2            # D^3/eV^2 -> C m^3 V^-2
FIELD_SI = const.e / DEBYE_SI                   # eV/D -> V/m


def beta_formula(W, m, delta, w):
    return 6 * m**2 * delta * W**2 / ((W**2 - w**2) * (W**2 - 4 * w**2))


def photon_paths(W, dipole, w):
    """Time-ordered contributions, keyed by the two intermediate states.

    Each event changes the photon energy: -w on absorption, +2w on emission.
    """
    level = (0, W)
    paths = {}
    for r in (0, 1):
        for s in (0, 1):
            total = 0
            for first, second, _ in permutations((-w, -w, 2 * w)):
                total += 1 / ((level[r] + first)
                              * (level[s] + first + second))
            strength = dipole[0][s] * dipole[s][r] * dipole[r][0]
            paths[(r, s)] = strength * total
    return paths


def dipole_matrix(m, mu_gg, mu_ee):
    return np.array([[mu_gg, m], [m, mu_ee]], dtype=float)


def induced_dipole(W, dipole, w, field, ramp_periods=40):
    """Propagate from the ground state; return four periods after the ramp."""
    period = 2 * np.pi / w
    ramp = ramp_periods * period
    h0 = np.diag([0.0, W])

    def rhs(t, c):
        x = min(t / ramp, 1.0)
        envelope = x**3 * (10 - 15 * x + 6 * x**2)
        return -1j * ((h0 - dipole * field * envelope * np.cos(w * t)) @ c)

    end = ramp + 4 * period
    times = np.linspace(ramp, end, 400, endpoint=False)
    sol = solve_ivp(rhs, (0, end), np.array([1, 0], dtype=complex),
                    method="DOP853", t_eval=times, rtol=1e-11, atol=1e-13)
    assert sol.success
    c = sol.y
    mean = np.einsum("it,ij,jt->t", c.conj(), dipole, c).real
    norm = np.sum(np.abs(c)**2, axis=0)
    return times, mean / norm - dipole[0, 0]


def beta_from_propagation(W, dipole, w, field=5e-4):
    times, plus = induced_dipole(W, dipole, w, field)
    _, minus = induced_dipole(W, dipole, w, -field)
    even = 0.5 * (plus + minus)
    return 4 * 2 * np.mean(even * np.cos(2 * w * times)) / field**2


def static_induced_dipole(W, dipole, field):
    _, vectors = np.linalg.eigh(np.diag([0.0, W]) - dipole * field)
    ground = vectors[:, 0]
    return ground @ dipole @ ground - dipole[0, 0]


def cavity_gaps(W, dipole, w, coupling, self_energy, n_fock=50):
    """Lowest excitation energies of the molecule with one quantized mode."""
    a = np.diag(np.sqrt(np.arange(1, n_fock)), 1)
    one = np.eye(n_fock)
    h = (np.kron(np.diag([0.0, W]), one) + w * np.kron(np.eye(2), a.T @ a)
         - coupling * np.kron(dipole, a + a.T))
    if self_energy:
        h = h + coupling**2 / w * np.kron(dipole @ dipole, one)
    levels = np.linalg.eigvalsh(h)
    return levels[1:7] - levels[0]


# Symbolic sum over all time orderings and both intermediate states
Ws, ws, ms, gs, es = sp.symbols("W w m mu_gg mu_ee", positive=True)
sym_paths = photon_paths(Ws, ((gs, ms), (ms, es)), ws)
assert sp.simplify(sym_paths[(0, 0)]) == 0
assert sp.simplify(sum(sym_paths.values())
                   - beta_formula(Ws, ms, es - gs, ws)) == 0

# Model chromophore
W, m, mu_gg, mu_ee = 3.0, 7.0, 6.0, 18.0
delta = mu_ee - mu_gg
full = dipole_matrix(m, mu_gg, mu_ee)
print(f"excitation energy W = {W:.2f} eV")
print(f"transition dipole m = {m:.1f} D")
print(f"permanent dipoles: ground {mu_gg:.1f} D, excited {mu_ee:.1f} D")
print(f"dipole difference = {delta:.1f} D")

# Static limit from the second derivative of the ground-state dipole
h = 1e-3
beta_static = (static_induced_dipole(W, full, h)
               - 2 * static_induced_dipole(W, full, 0.0)
               + static_induced_dipole(W, full, -h)) / h**2
beta0 = 6 * m**2 * delta / W**2
assert abs(beta_static / beta0 - 1) < 2e-4   # finite-difference error
print(f"beta0, formula = {beta0 * TO_ESU30:.2f} x 1e-30 esu")
print(f"beta0, static derivative = {beta_static * TO_ESU30:.2f} x 1e-30 esu")
print(f"beta0 in SI = {beta0 * TO_SI:.3e} C m^3 V^-2")
print(f"beta0 without the 1/2 in the definition = "
      f"{beta0 * TO_ESU30 / 2:.2f} x 1e-30 esu")

# Dispersion: real-time propagation with the full dipole matrix
for w in (0.65, 1.15, 2.00):
    formula = beta_formula(W, m, delta, w)
    dynamic = beta_from_propagation(W, full, w)
    # remaining error: higher orders in the field and the finite ramp
    assert abs(dynamic / formula - 1) < 1e-3
    wavelength = const.h * const.c / (w * const.e) * 1e9
    print(f"photon energy {w:.2f} eV (wavelength {wavelength:.0f} nm):")
    print(f"  dispersion factor beta/beta0 = {formula / beta0:.3f}")
    print(f"  beta, formula = {formula * TO_ESU30:.2f} x 1e-30 esu")
    print(f"  beta, propagation = {dynamic * TO_ESU30:.2f} x 1e-30 esu")
    print(f"  beta in SI = {formula * TO_SI:.3e} C m^3 V^-2")

# Separate photon paths near the two-photon resonance
w = 1.15
paths = photon_paths(W, full, w)
path_ee = paths[(1, 1)] * TO_ESU30
path_one_g = (paths[(0, 1)] + paths[(1, 0)]) * TO_ESU30
path_gg = round(paths[(0, 0)] * TO_ESU30, 6) + 0.0
print(f"paths at {w:.2f} eV, in 1e-30 esu:")
print(f"  both intermediates excited = {path_ee:.2f}")
print(f"  one intermediate ground = {path_one_g:.2f}")
print(f"  both intermediates ground = {path_gg:.2f}")
print(f"  sum = {path_ee + path_one_g + path_gg:.2f}")

# Oscillator-strength form, evaluated in SI units
W_J, w_J = W * const.e, w * const.e
f_axis = (2 * const.m_e * W_J * (m * DEBYE_SI)**2
          / (const.hbar**2 * const.e**2))
beta_f = (3 * const.e**2 * const.hbar**2 / const.m_e * W_J * f_axis
          * delta * DEBYE_SI
          / ((W_J**2 - w_J**2) * (W_J**2 - 4 * w_J**2)))
assert abs(beta_f / (sum(paths.values()) * TO_SI) - 1) < 1e-9
print(f"oscillator strength along the axis = {f_axis:.3f}")
print(f"orientation-averaged oscillator strength = {f_axis / 3:.3f}")

# All orders: strong field, both permanent dipoles shifted together
strong = 0.05
_, reference = induced_dipole(W, full, w, strong)
_, shifted = induced_dipole(W, dipole_matrix(m, 0.0, delta), w, strong)
_, control = induced_dipole(W, dipole_matrix(m, 0.0, mu_ee), w, strong)
same_delta = np.max(np.abs(shifted - reference))
other_delta = np.max(np.abs(control - reference))
assert same_delta < 1e-6
assert other_delta > 0.1
print(f"strong field amplitude = {strong * FIELD_SI:.2e} V/m")
print(f"  largest induced dipole = {np.max(np.abs(reference)):.3f} D")
print(f"  change, ground dipole set to 0 at fixed difference = "
      f"{same_delta:.1e} D")
print(f"  change, ground dipole set to 0 at fixed excited dipole = "
      f"{other_delta:.3f} D")

# Quantized mode: the dipole self-energy makes the cancellation exact
coupling = 0.02
zero_ground = dipole_matrix(m, 0.0, delta)
change = {}
for keep in (True, False):
    change[keep] = np.max(np.abs(
        cavity_gaps(W, full, w, coupling, keep)
        - cavity_gaps(W, zero_ground, w, coupling, keep)))
assert change[True] < 1e-9
assert change[False] > 1e-3
print(f"quantized mode of {w:.2f} eV, coupling {coupling:.2f} eV/D,")
print("largest change of six excitation energies at fixed difference:")
print(f"  with dipole self-energy = {change[True]:.1e} eV")
print(f"  without dipole self-energy = {change[False]:.4f} eV")

print("OK")
```

Running it gives:

```
excitation energy W = 3.00 eV
transition dipole m = 7.0 D
permanent dipoles: ground 6.0 D, excited 18.0 D
dipole difference = 12.0 D
beta0, formula = 152.71 x 1e-30 esu
beta0, static derivative = 152.71 x 1e-30 esu
beta0 in SI = 5.668e-49 C m^3 V^-2
beta0 without the 1/2 in the definition = 76.35 x 1e-30 esu
photon energy 0.65 eV (wavelength 1907 nm):
  dispersion factor beta/beta0 = 1.292
  beta, formula = 197.28 x 1e-30 esu
  beta, propagation = 197.28 x 1e-30 esu
  beta in SI = 7.322e-49 C m^3 V^-2
photon energy 1.15 eV (wavelength 1078 nm):
  dispersion factor beta/beta0 = 2.844
  beta, formula = 434.27 x 1e-30 esu
  beta, propagation = 434.25 x 1e-30 esu
  beta in SI = 1.612e-48 C m^3 V^-2
photon energy 2.00 eV (wavelength 620 nm):
  dispersion factor beta/beta0 = -2.314
  beta, formula = -353.41 x 1e-30 esu
  beta, propagation = -353.41 x 1e-30 esu
  beta in SI = -1.312e-48 C m^3 V^-2
paths at 1.15 eV, in 1e-30 esu:
  both intermediates excited = 651.40
  one intermediate ground = -217.13
  both intermediates ground = 0.00
  sum = 434.27
oscillator strength along the axis = 1.672
orientation-averaged oscillator strength = 0.557
strong field amplitude = 2.40e+09 V/m
  largest induced dipole = 2.698 D
  change, ground dipole set to 0 at fixed difference = 2.3e-10 D
  change, ground dipole set to 0 at fixed excited dipole = 0.605 D
quantized mode of 1.15 eV, coupling 0.02 eV/D,
largest change of six excitation energies at fixed difference:
  with dipole self-energy = 3.1e-15 eV
  without dipole self-energy = 0.0473 eV
OK
```
